# Fitting the Massoud Decay Length Separately from the Deal-Grove Constants

## The decision: which films determine which constants

Suppose a furnace time must be set for an oxide a few nanometres thick, and growth data run from a few nanometres to a few hundred. One must decide which films determine the ordinary growth constants and which determine the initial enhancement. In the example below, a Deal-Grove curve that is correct for thick films predicts 11.4 nm after 2 min, where the full law gives 6.3 nm. After 80 min the two agree to about 0.001 nm. Thick films therefore say little about the shape of the enhancement, and for that reason they can supply the other constants first.

Let $x(t)$ be the oxide thickness at constant temperature and oxidant pressure, with known initial value $x(0)=x_0\ge 0$. The one-exponential Massoud law is

$$
\frac{dx}{dt}=f(x)=R(x)+E(x),\qquad R=\frac{B}{A+2x},\qquad E=Ce^{-x/L}, \tag{1}
$$

with $A,B,C,L>0$. The Deal-Grove part has a simple reading: $1/R=A/B+2x/B$ is a sum of two resistances, one from the interface reaction and one from diffusion through the film. Thus $k=B/A$ is the linear rate constant and $B$ the parabolic one. The term $E$ is empirical. A good fit of $L$ does not show whether stress, interface structure or another mechanism causes the enhancement.

Thickness is in nm and time in min, since Hartree units are unnatural for furnace growth.

## Integrating the law

Separating variables in (1) gives $t=\int_{x_0}^{x}dy/(R+E)$. The Deal-Grove part can be split off, because

$$
\frac1R-\frac1{R+E}=\frac{E}{R(R+E)} .
$$

The integral of $1/R=(A+2y)/B$ is elementary, so

$$
t=T(x)=\frac{x^2+Ax}{B}-\tau_0-D(x),\qquad \tau_0=\frac{x_0^2+Ax_0}{B}, \tag{2}
$$

$$
D(x)=\int_{x_0}^{x}\frac{E(y)}{R(y)\,[R(y)+E(y)]}\,dy . \tag{3}
$$

$D(x)$ is the time saved by the enhancement in reaching thickness $x$. Its integrand is positive, so $D$ increases. It is also smaller than $E/R^2=C(A+2y)^2e^{-y/L}/B^2$, which is integrable, so $D$ tends to a finite limit $D_\infty$.

The same inequality bounds the saving still to come beyond a thickness $s$. Put $y=s+u$ and $a=A+2s$. With $\int_0^\infty e^{-u/L}du=L$, $\int_0^\infty ue^{-u/L}du=L^2$ and $\int_0^\infty u^2e^{-u/L}du=2L^3$,

$$
D_\infty-D(s)\le\frac{Ce^{-s/L}}{B^2}\int_0^\infty(a+2u)^2e^{-u/L}du
=\frac{CLe^{-s/L}}{B^2}\left(a^2+4aL+8L^2\right). \tag{4}
$$

The step discarded a factor $R/(R+E)$, so the bound becomes sharp once $E\ll R$.

When this tail is negligible, (2) becomes

$$
x^2+Ax=B(t+\tau_\infty),\qquad \tau_\infty=\tau_0+D_\infty . \tag{5}
$$

Late growth is Deal-Grove growth with a shifted clock. If (5) is extrapolated to $t=0$, it gives an apparent initial thickness, the positive root of $x^2+Ax=B\tau_\infty$. That thickness was not present at the start; its excess over $x_0$ records the time saved.

The lead in thickness does not stay constant. Let $x_1$ be a late thickness with enhancement and $x_2$ the thickness at the same time with $C=0$. Subtracting their Deal-Grove relations gives $x_1^2-x_2^2+A(x_1-x_2)=BD_\infty$, or

$$
x_1-x_2=\frac{BD_\infty}{A+x_1+x_2}. \tag{6}
$$

The saved time is permanent, but the thickness lead shrinks as growth slows.

### Reaction-limited case

If $A\to\infty$ at fixed $k=B/A$, then $R\to k$ and the integral closes. Multiplying numerator and denominator by $e^{y/L}$,

$$
t=\int_{x_0}^{x}\frac{e^{y/L}\,dy}{ke^{y/L}+C}
=\frac Lk\ln\frac{ke^{x/L}+C}{ke^{x_0/L}+C}.
$$

Solving for $e^{x/L}$ and taking out the factor $e^{(x_0+kt)/L}$ gives a form without growing exponentials:

$$
x=x_0+kt+L\ln\!\left[1+\frac Ck e^{-x_0/L}\left(1-e^{-kt/L}\right)\right]. \tag{7}
$$

Here the thickness lead does saturate, at $L\ln[1+(C/k)e^{-x_0/L}]$, because the late rate no longer depends on thickness. For finite $A$, formula (7) is an approximation that requires $2x\ll A$.

## Inverting for the thickness

A fit needs $x$ at given $t$, while (2) gives $t$ at given $x$. Newton's method is safe here because of two properties. First, $T'=1/f>0$. Second,

$$
f'=-\frac{2B}{(A+2x)^2}-\frac CLe^{-x/L}<0,\qquad T''=-\frac{f'}{f^2}>0,
$$

so $T$ is increasing and convex.

Start from the shifted Deal-Grove thickness $x_{\rm up}$, which solves (5) at the requested time. Since $D\le D_\infty$, equation (2) gives $T(x_{\rm up})\ge t$, so $x_{\rm up}$ is not below the root $x_*$. The Newton step is

$$
x_{n+1}=x_n-[T(x_n)-t]\,f(x_n). \tag{8}
$$

If $x_n\ge x_*$, then $T(x_n)\ge t$ and the step does not go up. Convexity puts the curve above its tangent:

$$
t=T(x_*)\ge T(x_n)+\frac{x_*-x_n}{f(x_n)} .
$$

Multiplying by $f(x_n)>0$ and rearranging gives $x_*\le x_{n+1}$. The iterates therefore descend without crossing the root. A bounded decreasing sequence has a limit; there the step vanishes, and since $f>0$ this requires $T=t$. In exact arithmetic no damping or bracketing is needed.

The starting value should be computed from $q=B(t+\tau_\infty)$ as

$$
x_{\rm up}=\frac{\sqrt{A^2+4q}-A}{2}=\frac{2q}{A+\sqrt{A^2+4q}} .
$$

The second form follows on multiplying by the conjugate, and it avoids subtracting nearly equal numbers when $4q\ll A^2$.

## Derivatives for the fit

Let $p$ be one of $A,B,C,L$. Differentiate $t=\int_{x_0}^{x}dy/f(y;p)$ at fixed $t$ and $x_0$. The upper limit contributes $(\partial x/\partial p)/f(x)$ and the integrand contributes $-\int(\partial_pf)/f^2\,dy$. Their sum is zero, so

$$
\frac{\partial x}{\partial p}=f(x)\int_{x_0}^{x}\frac{\partial_pf(y)}{f(y)^2}\,dy, \tag{9}
$$

$$
\partial_Af=-\frac{B}{(A+2y)^2},\quad
\partial_Bf=\frac1{A+2y},\quad
\partial_Cf=e^{-y/L},\quad
\partial_Lf=\frac{Cy}{L^2}e^{-y/L}.
$$

Varying the lower limit instead gives $\partial x/\partial x_0=f(x)/f(x_0)$. This is below one for $x>x_0$, so an error in the initial thickness shrinks during growth.

## The two-stage fit

**Stage one** uses thick films and fits $A$, $B$ and a free shift $\tau$. Rewriting (5) as

$$
t=\frac1B x^2+\frac AB x-\tau
$$

gives starting values by linear least squares. The refinement minimises thickness residuals, since thickness is what carries the error. Differentiating $x^2+Ax=B(t+\tau)$ supplies its Jacobian:

$$
\frac{\partial x}{\partial A}=\frac{-x}{A+2x},\qquad
\frac{\partial x}{\partial B}=\frac{t+\tau}{A+2x},\qquad
\frac{\partial x}{\partial\tau}=\frac{B}{A+2x}.
$$

Because $\tau$ is free, this stage needs neither $x_0$ nor a shape for the enhancement. It does need a negligible remaining tail and a thickness range wide enough to distinguish $A$, $B$ and $\tau$.

**Stage two** uses thin films and fits $C$ and $L$ through (8) and (9), with $A$ and $B$ frozen. This assumes that the same $A$ and $B$ hold in both windows. The stage-one shift is not used, so it can be compared afterwards with $\tau_\infty$ computed from the fitted constants.

```
function THICKNESS(t, A, B, C, L, x0):
    tau_inf = (x0^2 + A*x0)/B + D(x0 + 40L)
    q = B*(t + tau_inf)
    x = 2q / (A + sqrt(A^2 + 4q))
    repeat
        step = (T(x) - t) * f(x)
        x = x - step
    until |step| < tolerance
    return x

1. choose a thick window and a thin window
2. fit A, B, tau to the thick films
3. freeze A, B; fit C, L to the thin films
4. evaluate the tail (4) at the start of the thick window
5. if R * tail is not far below the thickness error,
   start the thick window later and return to 2
6. compare tau with tau_inf(A, B, C, L)
```

### Uncertainty of the result

Frozen constants are not error-free constants. Let the thickness errors $\varepsilon$ be independent with standard deviation $\sigma$, and let the two windows share no measurements. Write $J_1=\partial x/\partial(A,B)$ and $J_2=\partial x/\partial(C,L)$ at the thin-film times, and let $\delta_1,\delta_2$ be the corresponding parameter errors. To first order the stage-two residual is $\varepsilon-J_1\delta_1-J_2\delta_2$. Least squares makes it orthogonal to the columns of $J_2$:

$$
J_2^T(\varepsilon-J_1\delta_1-J_2\delta_2)=0
\;\Rightarrow\;
\delta_2=NJ_2^T\varepsilon+G\delta_1,
$$

with $N=(J_2^TJ_2)^{-1}$ and $G=-NJ_2^TJ_1$. The two terms are independent, and $NJ_2^T(\sigma^2I)J_2N=\sigma^2N$. Hence

$$
\operatorname{Cov}(C,L)=\sigma^2N+G\,\Sigma_{AB}\,G^T, \tag{10}
$$

where $\Sigma_{AB}$ is the $A,B$ block of the stage-one covariance. A standard fitting routine run on stage two alone reports the first term and omits the second.

## Worked example

The parameters are round model values: $A=160$ nm, $B=200$ nm²/min, $C=2.5$ nm/min, $L=7$ nm and $x_0=1$ nm. Synthetic thicknesses carry Gaussian errors of 0.1 nm. There are 24 thin films, grown for 1 to 24 min (4.0 to 32.7 nm), and 35 thick ones, grown for 80 to 1100 min (74.8 to 397.4 nm).

The initial offset is $\tau_0=(1+160)/200=0.805$ min and the saved time is $D_\infty=6.976$ min, so $\tau_\infty=7.781$ min. Direct integration of (1) gives the same late shift. The apparent initial thickness is 9.2 nm, although the film started at 1 nm. The reaction-limited estimate from (7) is $1+7\ln(1+2e^{-1/7})\approx8.0$ nm, so the finite $A$ matters even for this early offset.

Equation (6) can be checked from the thicknesses at 1100 min:

$$
\frac{200\times6.976}{160+397.448+395.984}=1.463\ \text{nm},
$$

against a difference of 1.464 nm between the tabulated values, which agrees within rounding. At 80 min the lead was 4.574 nm.

The fit to one synthetic data set gives $A=160.0\pm0.7$ nm, $B=200.1\pm0.2$ nm²/min, $C=2.53\pm0.06$ nm/min and $L=6.88\pm0.13$ nm, or about 130 bohr. The uncertainties are one standard deviation. The error in $L$ is $-0.12$ nm relative to the input value, slightly less than one standard deviation.

With $A$ and $B$ known, the standard deviation of $L$ would be 0.1175 nm. The inherited part is 0.0466 nm, and (10) combines them:

$$
\sqrt{0.1175^2+0.0466^2}=0.126\ \text{nm}.
$$

The inherited part is about 14% of the variance. Over 300 repeated synthetic experiments the spread of $L$ was 0.125 nm, which supports the first-order formula for this design. A joint fit of all four constants to all data has a predicted standard deviation of 0.1263 nm for $L$, against 0.1264 nm for the separate fit. Separation thus costs almost no precision in $L$ here, but it does cost precision in the other constants: the joint fit, which ties the shift to $x_0$ and to the assumed shape, has predicted standard deviations of 0.37 nm for $A$ and 0.15 nm²/min for $B$, against 0.70 and 0.25. The small inherited share also rests on the error being 0.1 nm at 400 nm as at 4 nm. If an error of 0.2% of the thickness is added in quadrature and the fits are weighted, the inherited part is about 63% of the variance of $L$, whose standard deviation is then 0.21 nm against 0.15 nm for the joint fit. Another choice of times or errors needs its own comparison.

The shift from the thick films is 7.65 min and the one computed from the fitted constants is 7.68 min. Their difference, 0.03 min, is well inside its standard deviation of 0.15 min. That standard deviation is smaller than the 0.21 min of the thick-film shift alone, which is possible because the two estimates share $A$ and $B$ and their errors are positively correlated. Adding their variances as if they were independent would make the check too lenient.

## Where to start the thick window

At 74.8 nm the remaining tail is 0.00105 min. Multiplied by the local rate $R=200/(160+149.6)=0.65$ nm/min, it corresponds to 0.0007 nm, far below the 0.1 nm error. At 20 nm the tail is 1.08 min and the bound (4) gives 1.16 min, so films of that thickness are unsuitable for stage one.

Fits to noiseless data show what an early start does:

| Start (min) | Start (nm) | Error of $A$ (nm) | Error of $L$ (nm) |
|---:|---:|---:|---:|
| 5 | 11.8 | −7.7 | −0.52 |
| 20 | 29.0 | −0.92 | −0.062 |
| 40 | 46.3 | −0.10 | −0.007 |
| 80 | 74.8 | −0.003 | −0.0002 |

The signs can be derived. In the thick window the data obey $t=x^2/B+Ax/B-\tau_\infty+h(x)$, where $h=D_\infty-D(x)$ is positive and decreasing. Differentiating $h'=-E/[R(R+E)]$ once more shows that $h$ is convex where $A+2x>2L(2+E/R)$, which holds throughout the example. For a small tail, the fit projects $h$ onto a quadratic, with positive weights. Convexity makes the added quadratic coefficient positive. The decrease of $h$, together with this curvature, makes the added linear coefficient at $x=0$ negative. So $1/B$ rises while $A/B$ falls, and both $B$ and $A$ come out too small.

In the 5 min case the fitted linear rate constant is $197.15/152.28=1.295$ nm/min instead of 1.25. The frozen Deal-Grove rate is then too large by some $\delta(x)>0$ over the thin window, and stage two sees an excess $E-\delta$. Its local decay rate is

$$
-\frac{d}{dx}\ln(E-\delta)=\frac{E/L+\delta'}{E-\delta},
$$

which exceeds $1/L$ when $E>\delta$ and $\delta'>-\delta/L$. A slowly varying $\delta$ therefore makes the enhancement seem to die out too soon, in agreement with the negative errors of $L$.

A later start reduces this bias but shortens the thickness range. Over a narrow range $x^2$ is nearly a linear function of $x$, so $A$, $B$ and $\tau$ become hard to distinguish. The start should be late enough for the bias to be small against the standard deviations of the constants, and not much later. The 80 min start of the example is on the cautious side: at 40 min the bias of $A$ is 0.10 nm and its standard deviation about 0.5 nm, against 0.7 nm at 80 min.

## Cost and numerical stability

The integral (3) is evaluated with 80 Gauss-Legendre points on $[x_0,\min(x,x_0+40L)]$. Beyond the upper cut-off, (4) contains a factor $e^{-40}$. For 59 times and 6 Newton steps this takes $59\times80\times6=28\,320$ integrand evaluations, plus 80 for $D_\infty$. The cost is linear in the number of films. The largest deviation from direct integration of (1) was $6\times10^{-11}$ nm, and the tested iterates descended as derived.

The number of points must resolve the length $L$. For constant $R=k$ the integrand of (3) has poles where $e^{-y/L}=-k/C$, the nearest to the real axis being at $y=L\ln(C/k)\pm i\pi L$. The longer the interval in units of $L$, the more points are therefore needed. The cut-off limits it to $40L$, for which 80 points sufficed here. Doubling the number of points is a direct check when the parameters differ much from those used here.

## Failure modes

**Too little growth in the thin window.** Let $E_0=E(x_0)$ and $f_0=f(x_0)$. To first order in time, $C$ and $L$ enter only through $E_0$, so they cannot be separated. The enhancement's decay first appears in the second-order term $\tfrac12f_0f'(x_0)t^2$, where it contributes $-\tfrac12f_0(E_0/L)t^2$. With grown thickness $d\approx f_0t$, its size is $E_0d^2/(2Lf_0)$. In the example $E_0=2.17$ nm/min and $f_0=3.40$ nm/min, so $d=1$ nm gives 0.05 nm, below the error of a single measurement. The window should extend far enough for this effect to stand clearly above the error, bearing in mind that much of it can be absorbed by a change of $C$. In the example, (10) gives a standard deviation of $L$ of about 0.7 nm for 24 films spread evenly in time over a growth of $L$, and 0.24 nm over $2L$, against 0.126 nm for the window used, which covers about $4.5L$.

**Weak enhancement.** Since $\partial_Lf$ is proportional to $C$, the data lose their information on $L$ as $C\to0$. A large uncertainty in $L$ is then the correct answer.

**Wrong initial thickness.** If one value of $x_0$ is used for all films, an error in it affects them together and is not included in (10). At 24 min the example has $f(x)/f(x_0)=0.91/3.40=0.27$, so a 0.1 nm error in $x_0$ still shifts the predicted thickness by 0.027 nm. At 1 min the shift is about 0.08 nm. Stage two absorbs most of this: assuming $x_0$ too large by 0.1 nm raises $L$ by about 0.09 nm and lowers $C$ by about 0.07 nm/min, while the residuals stay near 0.01 nm. If $x_0$ is uncertain, it should be fitted or its error propagated.

**Correlated thickness errors.** If repeated readings of one film share a deviation in its growth rate, or if all films share a calibration error, $\sigma^2I$ must be replaced by the full covariance matrix. Errors common to both windows also add cross terms to (10).

**Wrong law.** The shift comparison tests only one integral of the enhancement, so different shapes can pass it. Thin-film residuals that vary systematically with thickness show a misfit, but not its cause. One exponential may not be enough, yet a wrong $x_0$ or biased values of $A$ and $B$ can also leave systematic residuals, so these should be checked first. If the shape itself is wrong, the fitted $L$ depends on the chosen window and should not be carried to other thicknesses. Small residuals do not exclude this. Adding to the example a second term of amplitude 3 nm/min and decay length 1.2 nm leaves residuals of 0.04 nm and a shift difference of 0.08 min, yet lowers the fitted $L$ to 6.6 nm and makes the predicted time to reach 3 nm about 11% too long. Targets thinner than the thinnest film measured are extrapolations. In the example 3 nm is reached in under a minute, where heating and gas transients, which (1) ignores, must also be considered.

The values of the worked fit and of the window scan are listed in the numerical output below.

## Computed results

```
Inputs: A = 160 nm, B = 200 nm^2/min, B/A = 1.25 nm/min
Inputs: C = 2.5 nm/min, L = 7.0 nm, x0 = 1.0 nm
Thickness error = 0.1 nm; 24 thin, 35 thick points
Thin window: 1 to 24 min, 3.96 to 32.74 nm
Thick window: 80 to 1100 min, 74.78 to 397.45 nm
Initial rate = 3.4018 nm/min
tau0 = 0.8050 min, total saved time = 6.9764 min
Late shift = 7.7814 min (from ODE 7.7814 min)
Apparent initial thickness = 9.198 nm
t (min), x with enhancement (nm), x with C = 0 (nm), upper bound (nm)
       2     6.334     3.433    11.413
      10    18.481    12.526    19.781
      24    32.739    26.588    32.944
      80    74.777    70.203    74.778
    1100   397.448   395.984   397.448
Newton steps = 6, largest gap to ODE = 5.9e-11 nm
Tail beyond 20.00 nm = 1.08222 min, bound = 1.15563 min
Tail beyond 74.78 nm = 0.00105 min, bound = 0.00105 min
Worked fit: value, predicted sd, sd over repeated experiments
  A (nm)         160.0372   0.6955   0.6938
  B (nm^2/min)   200.0911   0.2468   0.2447
  tau (min)        7.6511   0.2112   0.2165
  C (nm/min)       2.5305   0.0614   0.0607
  L (nm)           6.8833   0.1264   0.1247
Fitted L = 130.1 bohr
sd of L with A, B known = 0.1175 nm
sd of L inherited from A, B = 0.0466 nm
sd of L in a joint fit = 0.1263 nm
Mean L over 300 experiments = 7.0071 nm
Shift from thick fit = 7.651 min, from fitted A, B, C, L = 7.683 min
sd of the difference of the two shifts = 0.149 min
Noiseless window scan: start (min), start (nm), errors of A (nm),
  B (nm^2/min), L (nm)
     5    11.76    -7.71815    -2.84800    -0.52438
    10    18.48    -3.45003    -1.24414    -0.23134
    20    29.01    -0.92283    -0.32190    -0.06211
    40    46.29    -0.10247    -0.03407    -0.00705
    80    74.78    -0.00275    -0.00086    -0.00020
```
